# The two-neighbour fast-marching update for film arrival time: a numerical check

```python
"""
Result under test: upwind arrival-time update for a film front, F*|grad T| = 1.
  a, b : earliest horizontal and vertical neighbour times (cycles)
  s    : grid spacing h divided by growth per cycle F (cycles)
  |a-b| <  s : T = (a + b + sqrt(2 s^2 - (a-b)^2)) / 2
  |a-b| >= s : T = min(a,b) + s
Checks: root finding on the upwind equation, minimisation over straight paths,
plane fronts, and marching in a trench against the exact distance.
A free-molecular estimate sizes the neglected precursor starvation.
"""
import heapq
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def quadratic_root(a, b, s):
    return 0.5 * (a + b + math.sqrt(2 * s * s - (a - b) ** 2))


def update(a, b, s, causal_switch=True):
    low, high = min(a, b), max(a, b)
    limit = s if causal_switch else math.sqrt(2) * s
    if high - low >= limit:
        return low + s
    return quadratic_root(a, b, s)


def upwind_solution(a, b, s):
    """Numerical root of the upwind equation, without the closed formula."""
    def balance(t):
        return max(t - a, 0) ** 2 + max(t - b, 0) ** 2 - s * s
    low = min(a, b)
    return brentq(balance, low, low + 2 * s, xtol=1e-13, rtol=1e-14)


def path_solution(a, b, s):
    """Earliest arrival along straight paths from the segment joining neighbours."""
    def arrival(q):
        return q * a + (1 - q) * b + s * math.hypot(q, 1 - q)
    best = minimize_scalar(arrival, bounds=(0, 1), method="bounded",
                           options={"xatol": 1e-10})
    return min(best.fun, arrival(0.0), arrival(1.0))


# ---------- single updates against two independent roads ----------
rng = np.random.default_rng(4)
for _ in range(400):
    s_r = rng.uniform(0.5, 20)
    a_r = rng.uniform(0, 50)
    b_r = a_r + rng.uniform(-2, 2) * s_r
    t_root = upwind_solution(a_r, b_r, s_r)
    assert abs(update(a_r, b_r, s_r) - t_root) < 1e-9
    assert abs(update(a_r, b_r, s_r) - path_solution(a_r, b_r, s_r)) < 1e-7
    gap = abs(a_r - b_r)
    if abs(gap - s_r) > 1e-6:
        assert (t_root > max(a_r, b_r) + 1e-9) == (gap < s_r)

# plane fronts: nodal times taken from the exact plane solution
for phi in np.radians(np.linspace(1, 89, 23)):
    t_node = 70.0
    a_p, b_p = t_node - 10 * math.cos(phi), t_node - 10 * math.sin(phi)
    assert abs(update(a_p, b_p, 10.0) - t_node) < 1e-10

# ---------- example parameters ----------
growth = 0.1          # nm per cycle
cycle_seconds = 8.0
width, depth = 40.0, 200.0   # nm
spacing = 1.0         # nm
s = spacing / growth

# weights of the neighbours, by finite differences of the numerical root
a0, b0 = 100.0, 104.0
t0 = update(a0, b0, s)
weight_a = (t0 - a0) / (2 * t0 - a0 - b0)
weight_b = (t0 - b0) / (2 * t0 - a0 - b0)
eps = 1e-4
fd_a = (upwind_solution(a0 + eps, b0, s) - upwind_solution(a0 - eps, b0, s)) / (2 * eps)
fd_b = (upwind_solution(a0, b0 + eps, s) - upwind_solution(a0, b0 - eps, s)) / (2 * eps)
assert abs(fd_a - weight_a) < 1e-6 and abs(fd_b - weight_b) < 1e-6
# the slope with respect to the later neighbour fades out at the switch
near = a0 + s * (1 - 1e-3)
fd_near = (upwind_solution(a0, near + eps, s) - upwind_solution(a0, near - eps, s)) / (2 * eps)
assert 0 < fd_near < 2e-3

# real but non-causal roots
gaps = np.linspace(1.001, 1.414, 200) * s
bad = np.array([quadratic_root(0.0, g, s) for g in gaps])
assert np.all(bad < gaps) and np.all(bad < s) and np.all(np.diff(bad) < 0)
worst_early = s - quadratic_root(0.0, math.sqrt(2) * s * (1 - 1e-14), s)
assert abs(worst_early - s * (1 - 1 / math.sqrt(2))) < 1e-5


# ---------- fast marching in the trench ----------
def trench(h):
    x = -40 + h * np.arange(int(round(80 / h)) + 1)
    y = -depth + h * np.arange(int(round((depth + 20) / h)) + 1)
    X, Y = np.meshgrid(x, y, indexing="ij")
    solid = ((np.abs(X) >= width / 2 - 1e-9) & (Y <= 1e-9)) | (Y <= -depth + 1e-9)
    side = width / 2 - np.abs(X)
    inside = np.minimum(side, Y + depth)
    above = np.hypot(np.maximum(side, 0), Y)
    distance = np.where(Y <= 1e-9, inside, above)
    return x, y, solid, np.where(solid, 0.0, distance)


def march(start, s_node, causal_switch=True):
    """start: finite on frozen nodes, inf elsewhere. Only accepted values are used."""
    nx, ny = start.shape
    inf = math.inf
    known = [[inf] * (ny + 2) for _ in range(nx + 2)]
    trial = {}
    heap, order = [], []
    wide = 0
    frozen = np.isfinite(start)
    for i, j in zip(*np.nonzero(frozen)):
        known[i + 1][j + 1] = float(start[i, j])

    def refresh(i, j):
        nonlocal wide
        a = min(known[i - 1][j], known[i + 1][j])
        b = min(known[i][j - 1], known[i][j + 1])
        if a == inf and b == inf:
            return
        if a < inf and b < inf and abs(a - b) > s_node * (1 + 1e-9):
            wide += 1
        t = update(a, b, s_node, causal_switch)
        if t < trial.get((i, j), inf):
            trial[(i, j)] = t
            heapq.heappush(heap, (t, i, j))

    for i, j in zip(*np.nonzero(~frozen)):
        refresh(int(i) + 1, int(j) + 1)
    while heap:
        t, i, j = heapq.heappop(heap)
        if known[i][j] < inf:
            continue
        known[i][j] = t
        order.append(t)
        for p, q in ((i - 1, j), (i + 1, j), (i, j - 1), (i, j + 1)):
            if 1 <= p <= nx and 1 <= q <= ny and known[p][q] == inf:
                refresh(p, q)
    return np.array(known)[1:-1, 1:-1], np.array(order), wide


def upwind_residual(T, free, s_node):
    P = np.pad(T, 1, constant_values=np.inf)
    a = np.minimum(P[:-2, 1:-1], P[2:, 1:-1])
    b = np.minimum(P[1:-1, :-2], P[1:-1, 2:])
    r = np.maximum(T - a, 0) ** 2 + np.maximum(T - b, 0) ** 2 - s_node ** 2
    return np.max(np.abs(r[free])) / s_node ** 2


rows = []
for h in (2.0, 1.0, 0.5):
    x, y, solid, distance = trench(h)
    T, order, wide = march(np.where(solid, 0.0, np.inf), h / growth)
    error = T - distance / growth
    assert upwind_residual(T, ~solid, h / growth) < 1e-8
    assert np.all(np.diff(order) > -1e-9)
    assert wide == 0
    ic = int(np.argmin(np.abs(x)))
    seam = T[ic, int(np.argmin(np.abs(y + depth / 2)))]
    mouth = T[ic, int(np.argmin(np.abs(y - 10)))]
    assert abs(seam - width / 2 / growth) < 1e-6
    # late values must sit above the mouth, early ones inside the trench
    late_at = np.unravel_index(np.argmax(error), error.shape)
    early_at = np.unravel_index(np.argmin(error), error.shape)
    assert y[late_at[1]] > 0 and y[early_at[1]] < -depth + width
    rows.append((h, error.max(), error.min(), mouth, seam, len(order)))
for coarse, fine in zip(rows[:-1], rows[1:]):
    assert fine[1] < 0.75 * coarse[1]
    assert abs(fine[2]) < 0.75 * abs(coarse[2])
mouth_exact = math.hypot(width / 2, 10) / growth

# bottom with a late start, imposed as frozen data
delay = 13.0
x, y, solid, _ = trench(spacing)
start = np.where(solid, 0.0, np.inf)
start[np.abs(x) < width / 2 - 1e-9, 0] = delay
T_good, _, wide_delay = march(start, s)
T_bad, _, _ = march(start, s, causal_switch=False)
ix = int(np.argmin(np.abs(x + width / 2 - spacing)))
corner_good, corner_bad = T_good[ix, 1], T_bad[ix, 1]
corner_exact = min(spacing / growth, delay + spacing / growth)
assert wide_delay > 0
assert abs(corner_good - corner_exact) < 1e-9
assert corner_bad < corner_exact - 0.1 and corner_bad < delay
assert upwind_residual(T_good, ~solid, s) < 1e-8
assert upwind_residual(T_bad, ~solid, s) > 1e-2


# ---------- neglected effect: precursor starvation in a narrowing gap ----------
def slit_transmission(r, n=400):
    """Free-molecular slit of length/gap r with diffusely re-emitting walls."""
    dz = r / n
    z = (np.arange(n) + 0.5) * dz
    exit_view = 0.5 * (1 - (r - z) / np.hypot(r - z, 1))
    kernel = 0.5 * dz / (1 + (z[:, None] - z[None, :]) ** 2) ** 1.5
    escape = np.linalg.solve(np.eye(n) - kernel, exit_view)
    return math.hypot(1, r) - r + np.sum(dz * (1 - z / np.hypot(z, 1)) * escape)


def factor_formula(r):
    return 1 + 19 * r / 8 + 3 * r * r / 8


def factor_numeric(r):
    """Coat side walls from the top down, then the bottom."""
    node, weight = np.polynomial.legendre.leggauss(14)
    depths = 0.5 * r * (node + 1)
    walls = sum(w * 2 / slit_transmission(q) for q, w in zip(depths, weight)) * 0.5 * r
    return walls + 1 / slit_transmission(r)


temperature = 500.0            # K
molar_mass = 0.072             # kg/mol, trimethylaluminium, rounded
film_density = 3000.0          # kg/m3, rough
oxide_molar_mass = 0.102       # kg/mol, Al2O3, rounded
pressure_torr, pulse = 0.1, 0.1
torr = const.atm / 760
bound = growth * 1e-9 * film_density / oxide_molar_mass * 2 * const.N_A
speed = math.sqrt(8 * const.R * temperature / (math.pi * molar_mass))


def needed_dose(gap_nm):
    """Torr s for full coverage at the given gap."""
    exposure = 4 * bound / speed * factor_formula(depth / gap_nm)
    return exposure * const.k * temperature / torr


supplied = pressure_torr * pulse
gap_limit = brentq(lambda g: needed_dose(g) - supplied, 0.1, width)
r_open, r_limit = depth / width, depth / gap_limit
ratio_open = factor_numeric(r_open) / factor_formula(r_open)
ratio_limit = factor_numeric(r_limit) / factor_formula(r_limit)
assert abs(ratio_open - 1) < 0.08
# long slits transmit more than the simple estimate, by a slowly growing factor
assert 0.35 < ratio_limit < 1.0

# ---------- output ----------
print(f"growth per cycle F = {growth:.2f} nm/cycle; cycle = {cycle_seconds:.0f} s")
print(f"trench width = {width:.0f} nm, depth = {depth:.0f} nm, spacing h = {spacing:.1f} nm")
print(f"one-cell time s = {s:.2f} cycles; sqrt(2) s = {math.sqrt(2) * s:.3f} cycles")
print("Single updates, times in cycles:")
for b in (104.0, 112.0, 116.0):
    disc = 2 * s * s - (b - a0) ** 2
    root = f"{quadratic_root(a0, b, s):.3f}" if disc >= 0 else "complex"
    print(f" a={a0:.0f} b={b:.0f} discriminant={disc:.0f} cycles^2"
          f" root={root} accepted T={update(a0, b, s):.3f}")
print(f"first update: weight of a = {weight_a:.4f}, weight of b = {weight_b:.4f}")
print(f"first update: front normal angle = {math.degrees(math.acos((t0 - a0) / s)):.2f} deg")
print(f"slope dT/db at b-a = 0.999 s: {fd_near:.5f}")
print(f"largest early error of non-causal root = {worst_early:.3f} cycles")
print("March in trench, errors against exact distance, in cycles:")
for h, late, early, mouth, seam, count in rows:
    print(f" h={h:.1f} nm nodes={count} latest={late:+.3f} earliest={early:+.3f}"
          f" T(0,+10 nm)={mouth:.3f}")
print(f"exact T(0,+10 nm) = {mouth_exact:.3f} cycles")
print(f"seam closes at mid-depth: {rows[1][4]:.2f} cycles"
      f" = {rows[1][4] * cycle_seconds / 60:.2f} min")
print(f"updates with |a-b| > s, equal start times: {wide}")
print(f"bottom start delay = {delay:.0f} cycles; updates with |a-b| > s: {wide_delay}")
print(f"corner node: causal rule {corner_good:.3f}, real-root rule {corner_bad:.3f},"
      f" exact {corner_exact:.3f} cycles")
print("Neglected precursor starvation (rough):")
print(f" temperature = {temperature:.0f} K, mean molecular speed = {speed:.0f} m/s")
print(f" film density = {film_density / 1000:.1f} g/cm3,"
      f" molecules bound per cycle = {bound * 1e-18:.2f} per nm2")
print(f" pressure = {pressure_torr:.1f} Torr, pulse = {pulse:.1f} s,"
      f" supplied dose = {supplied:.3f} Torr s")
print(f" dose needed in open trench = {needed_dose(width):.2e} Torr s")
print(f" gap where dose just suffices = {gap_limit:.2f} nm (depth/gap = {r_limit:.0f})")
print(f" cycles left to closure at that gap = {gap_limit / 2 / growth:.1f}")
print(f" integral-equation dose / estimate: open {ratio_open:.3f}, narrow {ratio_limit:.3f}")
print("all tests passed")
```

It prints:

```
growth per cycle F = 0.10 nm/cycle; cycle = 8 s
trench width = 40 nm, depth = 200 nm, spacing h = 1.0 nm
one-cell time s = 10.00 cycles; sqrt(2) s = 14.142 cycles
Single updates, times in cycles:
 a=100 b=104 discriminant=184 cycles^2 root=108.782 accepted T=108.782
 a=100 b=112 discriminant=56 cycles^2 root=109.742 accepted T=110.000
 a=100 b=116 discriminant=-56 cycles^2 root=complex accepted T=110.000
first update: weight of a = 0.6474, weight of b = 0.3526
first update: front normal angle = 28.57 deg
slope dT/db at b-a = 0.999 s: 0.00100
largest early error of non-causal root = 2.929 cycles
March in trench, errors against exact distance, in cycles:
 h=2.0 nm nodes=2310 latest=+16.422 earliest=-6.754 T(0,+10 nm)=235.651
 h=1.0 nm nodes=9420 latest=+10.248 earliest=-3.377 T(0,+10 nm)=231.105
 h=0.5 nm nodes=38040 latest=+6.212 earliest=-1.689 T(0,+10 nm)=228.145
exact T(0,+10 nm) = 223.607 cycles
seam closes at mid-depth: 200.00 cycles = 26.67 min
updates with |a-b| > s, equal start times: 0
bottom start delay = 13 cycles; updates with |a-b| > s: 2
corner node: causal rule 10.000, real-root rule 9.284, exact 10.000 cycles
Neglected precursor starvation (rough):
 temperature = 500 K, mean molecular speed = 383 m/s
 film density = 3.0 g/cm3, molecules bound per cycle = 3.54 per nm2
 pressure = 0.1 Torr, pulse = 0.1 s, supplied dose = 0.010 Torr s
 dose needed in open trench = 4.26e-05 Torr s
 gap where dose just suffices = 1.74 nm (depth/gap = 115)
 cycles left to closure at that gap = 8.7
 integral-equation dose / estimate: open 1.018, narrow 0.597
all tests passed
```
